# Choosing the alpha shift in CT-INT: weights, moves and sign

## The setting and the result

An interaction-expansion continuous-time Monte Carlo solver (CT-INT) for an impurity model offers a shift parameter, here called $\delta$. For one impurity orbital with repulsion $U>0$, take $\delta$ slightly above $1/2$. Every Monte Carlo weight is then positive.

A configuration is a set of $k$ vertices $(\tau_i,s_i)$, each with an imaginary time and an auxiliary sign $s_i=\pm1$. With $\sigma=+1$ for spin up, $\sigma=-1$ for spin down, and

$$\alpha_{s\sigma}=\tfrac12+\sigma s\delta ,$$

its weight is

$$w=\left(-\frac U2\right)^k\det D_\uparrow\det D_\downarrow,\qquad (D_\sigma)_{ij}=g(\tau_i-\tau_j)-\alpha_{s_i\sigma}\delta_{ij}. \tag{1}$$

Here $\delta_{ij}$ is the Kronecker symbol and $g$ is the Green function of a noninteracting reference problem. Moves are accepted with probability $\min(1,R)$, where

$$R_{k\to k+1}=-\frac{\beta U}{k+1}\prod_\sigma\frac{\det D_\sigma^{(k+1)}}{\det D_\sigma^{(k)}},\qquad
R_{k\to k-1}=-\frac{k}{\beta U}\prod_\sigma\frac{\det D_\sigma^{(k-1)}}{\det D_\sigma^{(k)}}. \tag{2}$$

**Conventions.** $\beta=1/(k_BT)$, and $\tau$ is imaginary time divided by $\hbar$, so $0\le\tau<\beta$ and $\tau$ has the unit of inverse energy. One-particle energies are measured from the chemical potential. The Hamiltonian is $H=H_{\rm bare}+Un_\uparrow n_\downarrow$. $H_{\rm bare}$ is quadratic with real coefficients, does not mix spins, is the same for both, and contains the impurity level $\epsilon_d$, the bath and the hybridization.

## What the shift does to the Hamiltonian

Expand the shifted product and sum over $s$:

$$\sum_s(n_\uparrow-\alpha_{s\uparrow})(n_\downarrow-\alpha_{s\downarrow})
=2n_\uparrow n_\downarrow-n_\uparrow\sum_s\alpha_{s\downarrow}-n_\downarrow\sum_s\alpha_{s\uparrow}+\sum_s\alpha_{s\uparrow}\alpha_{s\downarrow}.$$

The terms $\pm\delta$ cancel in $\sum_s\alpha_{s\sigma}=1$. For either $s$, $\alpha_{s\uparrow}\alpha_{s\downarrow}=\frac14-\delta^2$. Define

$$v_s=\frac U2(n_\uparrow-\alpha_{s\uparrow})(n_\downarrow-\alpha_{s\downarrow}),\qquad V=v_++v_-.$$

Then

$$V=Un_\uparrow n_\downarrow-\frac U2(n_\uparrow+n_\downarrow)+C,\qquad C=U\left(\tfrac14-\delta^2\right), \tag{3}$$

and therefore

$$H=H_0+V-C,\qquad H_0=H_{\rm bare}+\frac U2(n_\uparrow+n_\downarrow).$$

The physics does not depend on $\delta$. The reference level is $\epsilon_d+U/2$, and $g$ must be computed with this level. The constant multiplies the partition function by $e^{\beta C}$ and drops out of averages.

## The weight

Let $V(\tau)=e^{\tau H_0}Ve^{-\tau H_0}$ and $A(\tau)=e^{\tau H_0}e^{-\tau(H_0+V)}$. Differentiation gives

$$\frac{dA}{d\tau}=e^{\tau H_0}(H_0-H_0-V)e^{-\tau(H_0+V)}=-V(\tau)A(\tau),\qquad A(0)=1.$$

Integrating this repeatedly produces the time-ordered series

$$\frac{e^{-\beta C}Z}{Z_0}=\sum_k\frac{(-1)^k}{k!}\int_0^\beta d\tau_1\cdots d\tau_k\,\langle T\,V(\tau_1)\cdots V(\tau_k)\rangle_0 ,$$

where $Z_0=\mathrm{Tr}\,e^{-\beta H_0}$ and $\langle\cdot\rangle_0$ is the thermal average with $H_0$. Insert $V=\sum_sv_s$. Each unordered set of vertices appears $k!$ times in the integral, which cancels $1/k!$. Its weight per $d\tau_1\cdots d\tau_k$ is thus $(-1)^k\langle T\prod_iv_{s_i}(\tau_i)\rangle_0$.

Since $H_0$ is a sum of a spin-up and a spin-down part, the average is a product of two single-spin averages. For one spin, define $g(\tau)=-\langle Td(\tau)d^\dagger(0)\rangle_0$. Under time ordering, with $d^\dagger$ infinitesimally later than $d$ at each vertex, $n=d^\dagger d$ can be written as $-dd^\dagger$. Wick's theorem then gives

$$\Big\langle T\prod_in(\tau_i)\Big\rangle_0=(-1)^k\Big\langle T\prod_id(\tau_i)d^\dagger(\tau_i)\Big\rangle_0
=(-1)^k\det[-g(\tau_i-\tau_j)]=\det[g(\tau_i-\tau_j)].$$

The diagonal entry is $g(0^-)=\langle d^\dagger d\rangle_0\equiv n_0$. For $k=2$ the result is $n_0^2-g(\tau_1-\tau_2)g(\tau_2-\tau_1)$, the uncorrelated part plus the exchange contraction.

With the shifts, multiply out $\prod_i(n(\tau_i)-\alpha_i)$. Choosing $-\alpha_i$ for the vertices in a subset $S$ leaves $\prod_{i\in S}(-\alpha_i)$ times the determinant of $g$ with the rows and columns in $S$ removed. The sum over all $S$ is the expansion of $\det(g-\mathrm{diag}\,\alpha)$, because a determinant is linear in each row. Collecting $(-1)^k(U/2)^k$ gives equation (1).

## The acceptance ratios

Choose insertion or removal with probability $1/2$ each. An insertion draws $\tau$ uniformly and $s$ with equal probabilities, so its proposal density is $1/(2\beta)$. The reverse move picks one of $k+1$ vertices, with probability $1/(k+1)$. Detailed balance requires

$$w_k\,\frac1{2\beta}\,p_{\rm ins}=w_{k+1}\,\frac1{k+1}\,p_{\rm rem},$$

which $p=\min(1,R)$ satisfies with

$$R_{k\to k+1}=\frac{w_{k+1}}{w_k}\frac{2\beta}{k+1},\qquad \left(-\frac U2\right)2\beta=-\beta U .$$

This is the first ratio in (2). Its inverse, with $k+1$ renamed $k$, is the second. A removal proposed at $k=0$ is rejected, and the empty configuration is counted again.

The determinants need not be recomputed. Let $M=D^{-1}$ for one spin. A vertex added at $\tau$ borders $D$ with a column $q_i=g(\tau_i-\tau)$, a row $r_j=g(\tau-\tau_j)$ and a corner $c=n_0-\alpha$. Multiplying out confirms that

$$D'=\begin{pmatrix}D&q\\r&c\end{pmatrix}=\begin{pmatrix}D&0\\r&1\end{pmatrix}\begin{pmatrix}1&Mq\\0&S\end{pmatrix},\qquad S=c-rMq .$$

Hence $\det D'/\det D=S$. Inverting the two factors in reverse order gives

$$M'=\begin{pmatrix}M+Mq\,rM/S&-Mq/S\\-rM/S&1/S\end{pmatrix}.$$

The corner of $M'$ is $1/S=\det D/\det D'$. Moving a vertex to the last place permutes rows and columns together and leaves the determinant unchanged. Removal of vertex $p$ from a configuration with inverse $M$ therefore has determinant ratio $M_{pp}$, and the remaining inverse is $M_{ij}-M_{ip}M_{pj}/M_{pp}$. An accepted move costs of order $k^2$ operations.

## The sign without the shift

Set $\alpha=0$ and expand directly in $Un_\uparrow n_\downarrow$ around $H_{\rm bare}$. The spins have equal, real determinants, so

$$w=(-U)^k\left(\det g\right)^2 .$$

The sign alternates with the order. Sampling with $|w|$ amounts to sampling the model with $U$ replaced by $-U$ at the same bare level, so the average sign is

$$\langle{\rm sign}\rangle=\frac{\sum w}{\sum|w|}=\frac{Z(U)}{Z(-U)}=\exp\left[-\beta\int_{-U}^{U}\langle n_\uparrow n_\downarrow\rangle_{U'}\,dU'\right].$$

The last form follows from $-\beta^{-1}\,\partial\ln Z/\partial U=\langle n_\uparrow n_\downarrow\rangle$. The repulsive impurity avoids double occupancy, while the sampled attractive one may favour it. For $N$ independent samples, the relative statistical error of a small average sign is about $1/(\langle{\rm sign}\rangle\sqrt N)$.

## Why a shift above one half removes it

For $\delta>1/2$ and $s=+1$, $\alpha_\uparrow=\frac12+\delta>1$ and $\alpha_\downarrow=\frac12-\delta<0$. Whether the orbital is empty or filled, $n_\uparrow-\alpha_\uparrow$ is negative and $n_\downarrow-\alpha_\downarrow$ is positive. For $s=-1$ the spins exchange roles. Thus $-v_s$ is a diagonal operator with positive entries.

This alone does not settle the sign, since the propagators between vertices could contribute negative matrix elements. For a single impurity orbital they can be made nonnegative, one spin at a time.

1. Start from the impurity orbital $f_0$ and apply the real symmetric one-particle matrix $h$ of $H_0$ repeatedly, orthogonalizing each new vector to the earlier ones. By construction $hf_m$ lies in the span of $f_0,\dots,f_{m+1}$. For $m<n-1$ this gives $(f_m,hf_n)=(hf_m,f_n)=0$. So $h$ couples neighbours alone, and the impurity sits at the end of an open chain. If the procedure stops early, the remaining orbitals are decoupled and cancel against $Z_0$.
2. Choose the sign of each $f_n$ in turn so that every hopping is negative or zero.
3. Order the fermion operators along the chain. A hop between neighbours passes no other occupied orbital and acquires no fermion sign. All off-diagonal elements of the single-spin $H_0$ are then $\le0$.
4. Choose a constant $a$ so large that $a-H_0$ has no negative diagonal element either. Then $e^{-\tau H_0}=e^{-\tau a}e^{\tau(a-H_0)}$ is a power series with nonnegative terms, so it has no negative element.

The impurity occupation is diagonal in this basis. Inserting complete sets of states at the vertices gives

$$\det D_\sigma=\sum_{\rm histories}P\prod_i\left(n(\tau_i)-\alpha_{s_i\sigma}\right),\qquad P\ge0,\quad\sum P=1, \tag{4}$$

where a history assigns $n=0$ or $1$ at each vertex. Each factor has a sign fixed by $s_i$, and its size is $\delta-\frac12$ or $\delta+\frac12$. If $m_\sigma$ vertices have $\alpha_{s_i\sigma}>1$, then

$$\operatorname{sign}\det D_\sigma=(-1)^{m_\sigma},\qquad \left(\delta-\tfrac12\right)^k\le|\det D_\sigma|\le\left(\delta+\tfrac12\right)^k .$$

Each vertex has $\alpha>1$ for one of the two spins, so $m_\uparrow+m_\downarrow=k$. The two determinants together contribute $(-1)^k$, which cancels the sign of $(-U/2)^k$, and $w>0$.

The chain is a device of the proof. The weight does not depend on the bath basis, and the solver never needs the chain.

**Where the guarantee ends.** The argument uses a basis in which the hopping forms an open chain and the occupation of every interacting orbital is diagonal. A single interacting orbital always allows this. Clusters and several hybridizing interacting orbitals in general do not. The proof then gives no guarantee, and the average sign should be monitored. A spin-dependent level is harmless if each spin gets its own $g_\sigma$, because (4) treats the spins separately. Spin mixing breaks the factorization into two determinants.

## Choosing the value

**Lower limit.** For one vertex,

$$w=-\frac U2(n_0-\alpha_\uparrow)(n_0-\alpha_\downarrow)=\frac U2\left[\delta^2-\left(n_0-\tfrac12\right)^2\right].$$

This is negative when $\delta<|n_0-\frac12|$. As $n_0$ can approach 0 or 1, no value below $1/2$ is safe for all reference problems. A smaller value may still work in a particular case, but the proof does not cover it.

**Why not one half itself.** Write $\delta=\frac12+\varepsilon$. At $\varepsilon=0$ the lower bound on $|\det D_\sigma|$ vanishes, so the proof gives only $w\ge0$. Two vertices with opposite $s$ at equal times contribute, for either spin,

$$(n-1-\varepsilon)(n+\varepsilon)=-\varepsilon(1+\varepsilon),$$

where $n^2=n$ was used. Such a pair has a weight of order $\varepsilon^2$, and at $\varepsilon=0$ its determinants vanish. Without hybridization $n$ is conserved, and the same holds for a pair at any two times. Rounding can then give either sign to a ratio that should be zero. A positive $\varepsilon$ keeps every weight positive in exact arithmetic. In floating point it must not be so small that the determinants of the configurations met in the run, which can be as small as $\varepsilon^k$, fall below rounding.

**What the shift does not cure.** Without hybridization $n$ is conserved. In the state with $n_\uparrow=0$ and $n_\downarrow=1$, $-v_+=\frac U2(1+\varepsilon)^2$ and $-v_-=\frac U2\varepsilon^2$. The numbers $k_\pm$ of vertices with $s=\pm1$ then follow independent Poisson distributions with means $\mu_+=\frac{\beta U}2(1+\varepsilon)^2$ and $\mu_-=\frac{\beta U}2\varepsilon^2$. The other singly occupied state exchanges the two means. Inserting or removing one vertex changes $k_+-k_-$ by one, so the Markov chain passes between the two groups of configurations only through $k_+=k_-$. For any $x>0$ the probability of $k_+=k_-$ is at most the average of $x^{k_+-k_-}$, which is $e^{\mu_+(x-1)+\mu_-(1/x-1)}$. Choosing $x=\sqrt{\mu_-/\mu_+}$ gives the bound

$$e^{-(\sqrt{\mu_+}-\sqrt{\mu_-})^2}=e^{-\beta U/2},$$

whatever the value of $\varepsilon$. At half filling the empty and doubly occupied states are suppressed by the same factor $e^{-\beta U/2}$, so for large $\beta U$ the passage is rare and a larger shift does not help. Away from half filling the empty or the doubly occupied state can carry appreciable weight and serve as a stepping stone. Its thermal probability does not depend on $\varepsilon$, but its vertex numbers do: both means equal $\frac{\beta U}2\varepsilon(1+\varepsilon)$. The overlap $\sum_{k_+,k_-}\sqrt{PP'}$ of this distribution with that of a singly occupied state is $\exp[-\frac{\beta U}4(1+2\varepsilon)(\sqrt{1+\varepsilon}-\sqrt\varepsilon)^2]$, which rises from $e^{-\beta U/4}$ at $\varepsilon\to0$ towards $e^{-\beta U/8}$. There a moderate shift can speed up the chain, although the overlap stays exponentially small in $\beta U$. An additional move connects the two singly occupied groups directly: for spin-independent $g$, reversing all $s_i$ at once exchanges the two determinants, leaves $w$ unchanged and is always accepted. It does not help the passage between the singly occupied and the empty or doubly occupied state. Hybridization lets the occupation change within a history, which eases the passage. A weakly hybridized impurity is not tested here.

**Why not a large value.** Multiply $V$ by a factor $\lambda$. Order $k$ of the series acquires $\lambda^k$, so $\langle k\rangle=\partial\ln Z/\partial\ln\lambda$ at $\lambda=1$, which equals $-\beta\langle V\rangle$. With (3),

$$\langle k\rangle=\beta U\left[\delta^2-\tfrac14+\tfrac12\langle n_\uparrow+n_\downarrow\rangle-\langle n_\uparrow n_\downarrow\rangle\right]. \tag{5}$$

Since $\delta^2-\frac14=\varepsilon+\varepsilon^2$, the shift adds $\beta U\varepsilon(1+\varepsilon)$ vertices compared with the limit $\varepsilon\to0$. A practical rule is to choose a positive $\varepsilon$ for which this number is small compared with $\langle k\rangle$, but not much smaller than that requires, since a very small $\varepsilon$ can lengthen the autocorrelation time of a nearly isolated orbital away from half filling. At low temperature both numbers grow with $\beta$, so the same $\varepsilon$ can be kept as long as the bracket in (5) changes little.

Equation (5) also yields the double occupancy from the mean order once the density is known. The density follows by bordering $D_\sigma$ with an unshifted vertex at $\tau$, whose corner is $n_0$:

$$\langle n_\sigma\rangle=\Big\langle n_0-\sum_{ij}g(\tau-\tau_i)(M_\sigma)_{ij}\,g(\tau_j-\tau)\Big\rangle_{\rm MC}.$$

## A worked case

Take round model parameters: $U=2$ eV, $\epsilon_d=-0.6$ eV, $T=2000$ K and $\delta=0.55$. Three bath levels at $-0.7$, $0.1$ and $0.9$ eV couple with strengths $0.4$, $0.5$ and $0.3$ eV. Then $\beta=5.8023$ eV$^{-1}$, $\beta U=11.6045$, the reference level is $-0.6+1.0=0.4$ eV, and $n_0=0.31777$.

**One insertion.** Start with vertices at $1.1605$ eV$^{-1}$ ($s=+1$) and $3.7715$ eV$^{-1}$ ($s=-1$). For spin up the diagonal entries are $0.3178-1.05=-0.7322$ and $0.3178+0.05=0.3678$. Their product is $-0.2693$, and the exchange contraction raises the determinant to $-0.2413$. Spin down has the same two entries in reverse order and the same determinant.

Now insert a vertex with $s=+1$ at $2.3209$ eV$^{-1}$. The determinants become $0.1699$ (up) and $-0.1096$ (down), so the ratios are $-0.7042$ and $0.4544$. Spin up has gained a factor with $\alpha>1$ and changes sign, while spin down does not. Hence

$$R=-\frac{11.6045}{3}\,(-0.7042)(0.4544)=1.238 ,$$

and the insertion is accepted. The reverse removal has $R=0.808=1/1.238$.

**The sign.** Without the shift the average sign is $3.9\times10^{-6}$. A relative error of one would already need about $1/(3.9\times10^{-6})^2\approx7\times10^{10}$ independent samples. With $\delta=0.55$, all ratios proposed in the run below were positive. With $\delta=0.0911$, a single vertex already has the negative weight $-0.0249$ eV, since $|n_0-\frac12|=0.182$ is larger than $\delta$.

**The run.** The table compares $10^5$ Monte Carlo steps with exact diagonalization. The uncertainties are one standard error, from 25 blocks.

| Quantity | CT-INT | Exact |
|---|---|---|
| Mean order | $4.64\pm0.05$ | $4.63$ |
| Density per spin | $0.4313\pm0.0007$ | $0.4312$ |
| Double occupancy | $0.084\pm0.003$ | $0.0845$ |

The double occupancy comes from (5): $0.0525+0.4313-4.642/11.6045=0.0838$.

**The price.** Here $\varepsilon=0.05$ adds $11.6045\times0.0525=0.61$ vertices, a modest part of the mean order. Raising $\delta$ to 1 would bring the mean order to $12.7$. Where the $k^2$ matrix updates dominate, each accepted move would then cost several times as much, with no gain in sign. The ratio of the squared mean orders is $(12.7/4.63)^2\approx7.5$. The cost follows $\langle k^2\rangle$ rather than $\langle k\rangle^2$, and the spread of $k$ is relatively larger at $\delta=0.55$, so the actual factor is somewhat smaller.

The numerical check compares the determinant weights with time-ordered many-body traces and the sampled order distribution with the exact one.

## Numbers as computed

```
Temperature: 2000 K; beta = 5.8023 1/eV
U = 2.0 eV; bare level = -0.6 eV; delta = 0.55
Bath levels: [-0.7  0.1  0.9] eV; hybridizations: [0.4 0.5 0.3] eV
Reference level = 0.400 eV; beta*U = 11.6045
Reference density per spin n0 = 0.31777
Constant U(1/4-delta^2) = -0.10500 eV
Largest relative deviation, weight vs trace: 9.1e-15
Series order 1: determinants 3.124987, exact 3.124987
Series order 2: determinants 5.681617, exact 5.681617
Series order 3: determinants 7.616273, exact 7.616273
Average sign without shift (exact): 3.911e-06
Smallest propagator element at tau = 0.2 1/eV: chain 0.0e+00, star -0.1098
Random configurations with correct determinant signs: 3000
One-vertex weight at delta = 0.0911: -0.02491 eV
Example old times: 1.1605, 3.7715 1/eV; s = +1, -1
Example inserted time: 2.3209 1/eV; s = +1
Example det up: old -0.241288, new 0.169915, ratio -0.704202
Example det down: old -0.241288, new -0.109646, ratio 0.454420
Example insertion ratio R = 1.237829
Example reverse removal ratio R = 0.807866
Monte Carlo steps: 100000; blocks: 25
Acceptance: insertion 0.607, removal 0.606
Smallest proposed ratio: 2.05e-03
Largest relative drift of the inverse: 6.2e-15
P(k=0): MC 0.0203 +- 0.0012, exact 0.0201
P(k=1): MC 0.0645 +- 0.0023, exact 0.0628
P(k=2): MC 0.1119 +- 0.0025, exact 0.1141
P(k=3): MC 0.1497 +- 0.0024, exact 0.1530
P(k=4): MC 0.1685 +- 0.0025, exact 0.1656
P(k=5): MC 0.1531 +- 0.0023, exact 0.1520
P(k=6): MC 0.1207 +- 0.0024, exact 0.1218
P(k=7): MC 0.0866 +- 0.0016, exact 0.0870
P(k=8): MC 0.0553 +- 0.0019, exact 0.0562
P(k=9): MC 0.0335 +- 0.0017, exact 0.0331
Mean order: MC 4.642 +- 0.046, exact 4.632
Exact mean order at delta = 1: 12.726
Density per spin: MC 0.4313 +- 0.0007, exact 0.4312
Double occupancy: MC 0.0838 +- 0.0033, exact 0.0845
```
